# Slow-current switching threshold of a perpendicular macrospin under spin-orbit torque, part 1

(Sections cited here and not found follow in the second part.)

## 1. What dimensions and symmetry fix

A uniformly magnetized film has its easy axis along \(z\), normal to the film. A current flows along \(x\) in an adjacent metal and injects magnetic moment along a direction \(\boldsymbol\sigma\) parallel or antiparallel to \(y\). A constant bias field \(B_x\) also points along \(x\). We ask how strong the damping-like torque must be for the magnetization to lose its initial up state.

Three fields describe the problem: the anisotropy field \(B_K\), the bias \(B_x\), and a field \(B_D\) that measures the torque. The Gilbert damping \(\alpha\) is a pure number. If the current rises so slowly that its rise time drops out, dimensional analysis leaves

\[
B_{D,c}=B_K\,F(h,\alpha),\qquad h=\frac{B_x}{B_K}.
\]

Symmetry restricts \(F\). Magnetization, magnetic field and \(\boldsymbol\sigma\) are all axial vectors, and they turn together under a proper rotation. A rotation by \(\pi\) about \(y\) leaves \(\boldsymbol\sigma\) unchanged, reverses \(B_x\), and exchanges up and down. For a fixed \(\boldsymbol\sigma\), the threshold of the down state at bias \(h\) is therefore that of the up state at bias \(-h\). If \(F\) is smooth at \(h=0\), the two thresholds have the form

\[
\frac{B_{D,c}^{\rm up}}{B_K}=c_0-c_1h+\dots,\qquad
\frac{B_{D,c}^{\rm down}}{B_K}=c_0+c_1h+\dots
\]

Without bias the two states are lost at the same torque, so the current cannot select one of them. With bias, one is lost earlier and the other later by the same amount at first order.

A rotation by \(\pi\) about \(z\) keeps up as up and reverses both \(\boldsymbol\sigma\) and \(B_x\). Reversing the current alone thus has the same effect on the up threshold as reversing the bias alone.

The numbers \(c_0\) and \(c_1\), and the role of \(\alpha\), need the equation of motion. The result will be \(c_0=1/2\) and \(c_1=1/\sqrt2\), with no dependence on \(\alpha\) as long as \(\alpha>0\) and no field acts along \(y\) (Section 12).

## 2. The model and its signs

The algebra uses atomic units, \(\hbar=e=m_e=1\). Let \(\mathbf m\) be the unit vector of the magnetization and \(M\) the magnetic moment per volume. The energy per volume is

\[
u=-\frac{MB_K}{2}m_z^2-MB_xm_x .
\]

The demagnetizing energy of the film is included in \(B_K>0\), so \(B_K\) is the net anisotropy field. The field acting on the magnetization is

\[
\mathbf B=-\frac1M\frac{\partial u}{\partial\mathbf m}
=B_x\hat{\mathbf x}+B_Km_z\hat{\mathbf z}.
\]

With \(\gamma>0\), precession obeys \(\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B\). For a \(g\)-factor of 2 the Bohr magneton is \(1/2\) in these units and \(\gamma=1\), but we keep the symbol to make the dimensions visible.

The torque strength follows from angular-momentum balance. Let \(j\) be the charge current density in the metal, \(t\) the thickness of the magnet, and \(\theta_{\rm SH}\) the effective spin Hall angle. The latter is the number of fully polarized electron spins delivered to the magnet per electron of charge current, for equal areas. It contains any loss at the interface. Each spin carries angular momentum \(1/2\), so angular momentum arrives at the rate \(\theta_{\rm SH}j/2\) per area.

We assume that the magnet absorbs the part transverse to \(\mathbf m\). If \(\boldsymbol\sigma\) denotes the direction of the injected magnetic moment, this part is

\[
\boldsymbol\sigma-\mathbf m(\mathbf m\cdot\boldsymbol\sigma)
=\mathbf m\times(\boldsymbol\sigma\times\mathbf m).
\]

The magnet holds angular momentum \(Mt/\gamma\) per area. For electrons, angular momentum is opposite to magnetic moment. This sign occurs both in the magnet and in the injected spins, and it cancels:

\[
\frac{Mt}{\gamma}\,\dot{\mathbf m}\Big|_{\rm SOT}
=\frac{\theta_{\rm SH}j}{2}\,\mathbf m\times(\boldsymbol\sigma\times\mathbf m).
\]

Writing the result as \(\gamma B_D\,\mathbf m\times(\boldsymbol\sigma\times\mathbf m)\) defines

\[
B_D=\frac{\theta_{\rm SH}\,j}{2Mt}. \tag{1}
\]

Since \(\boldsymbol\sigma\times\mathbf m=-\mathbf m\times\boldsymbol\sigma\), the torque equals \(-\gamma\,\mathbf m\times(B_D\,\mathbf m\times\boldsymbol\sigma)\). It acts like precession about an additional field \(B_D\,\mathbf m\times\boldsymbol\sigma\), which turns with the magnetization and is not derived from an energy.

Now measure fields in units of \(B_K\) and time in units of \(1/(\gamma B_K)\), and set \(d=B_D/B_K\). The equation of motion with Gilbert damping is

\[
\dot{\mathbf m}=-\mathbf m\times\mathbf b+\alpha\,\mathbf m\times\dot{\mathbf m},
\qquad
\mathbf b=h\hat{\mathbf x}+m_z\hat{\mathbf z}+d\,\mathbf m\times\boldsymbol\sigma. \tag{2}
\]

We take \(h>0\) and \(d>0\), and choose \(\boldsymbol\sigma=-\hat{\mathbf y}\). This is the polarity that tilts the up state towards the bias, as Section 4 shows. Since \(\mathbf m\times\hat{\mathbf y}=(-m_z,0,m_x)\),

\[
\mathbf b=(h+dm_z,\;0,\;m_z-dm_x). \tag{3}
\]

It is useful to solve (2) for the velocity. Taking the cross product of (2) with \(\mathbf m\) from the left, and using \(\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}\) because \(\mathbf m\cdot\dot{\mathbf m}=0\), gives

\[
\mathbf m\times\dot{\mathbf m}=-\mathbf m\times(\mathbf m\times\mathbf b)-\alpha\dot{\mathbf m}.
\]

Insertion into (2) yields

\[
(1+\alpha^2)\dot{\mathbf m}=-\mathbf m\times\mathbf b-\alpha\,\mathbf m\times(\mathbf m\times\mathbf b). \tag{4}
\]

The model leaves out temperature, a field-like torque, a bias along \(y\), and any spatial variation of \(\mathbf m\).

## 3. The two families of stationary states

If \(\dot{\mathbf m}=0\), equation (2) gives \(\mathbf m\times\mathbf b=0\). Conversely, (4) gives \(\dot{\mathbf m}=0\) when \(\mathbf m\times\mathbf b=0\). Stationary states are therefore the solutions of \(\mathbf b=\lambda\mathbf m\) with some number \(\lambda\). In components,

\[
h+dm_z=\lambda m_x,\qquad 0=\lambda m_y,\qquad m_z-dm_x=\lambda m_z. \tag{5}
\]

The middle equation leaves two possibilities. Either \(m_y=0\), and the magnetization lies in the plane of the easy axis and the current, or \(\lambda=0\).

In the second family the first equation gives \(m_z=-h/d\), which is negative. These states lie in the lower hemisphere and cannot be the continuation of the up state. They matter later, because the spin may go to one of them once the up state has disappeared.

## 4. Torque balance in the plane

For the coplanar family write \(\mathbf m=(s,0,c)\), with \(s=\sin\theta\) and \(c=\cos\theta\). Multiply the first equation in (5) by \(c\), the third by \(s\), and subtract. The right-hand sides cancel:

\[
(h+dc)c-(c-ds)s=0
\quad\Longrightarrow\quad
hc+d(c^2+s^2)-cs=0 .
\]

Hence

\[
d=f(\theta)=\cos\theta\,(\sin\theta-h). \tag{6}
\]

Each term is a torque along \(y\). Since \(\mathbf m\) is perpendicular to \(\boldsymbol\sigma\) in this plane, the damping-like torque has the full magnitude \(d\) at every angle. The anisotropy supplies the opposing torque \(\sin\theta\cos\theta\). The bias torque \(h\cos\theta\) has the same sign as the damping-like torque and helps it.

At \(d=0\) the up state has \(\sin\theta=h\), which requires \(h<1\). Raising \(d\) increases \(\theta\), because the slope

\[
f'(\theta)=-s(s-h)+c^2=\cos2\theta+hs \tag{7}
\]

equals \(1-2h^2+h^2=1-h^2>0\) at the start. The tilt is thus towards \(+x\), the direction of the bias.

The slope vanishes when \(1-2s^2+hs=0\), that is, \(2s^2-hs-1=0\). The product of the two roots is \(-1/2\), so exactly one is positive:

\[
s_c=\frac{h+\sqrt{h^2+8}}{4}. \tag{8}
\]

This root is an allowed sine. The condition \(s_c<1\) means \(\sqrt{h^2+8}<4-h\), and squaring gives \(8h<8\), which holds. It also exceeds \(h\): at \(s=h\) the quadratic \(2s^2-hs-1\) equals \(h^2-1<0\), so \(h\) lies below the positive root.

The function \(f\) therefore rises from zero at \(\sin\theta=h\) to one maximum at \(\sin\theta_c=s_c\), and falls back to zero at \(\theta=\pi/2\). Elsewhere in the upper hemisphere \(\sin\theta<h\), and \(f\) is negative. The greatest torque that can be balanced is

\[
d_c(h)=\sqrt{1-s_c^2}\,(s_c-h). \tag{9}
\]

For \(0<d<d_c\) there are two stationary states in the upper hemisphere. They merge at \(d_c\). Above it there is none, since the \(\lambda=0\) family is confined to \(m_z<0\).

## 5. Stability in both transverse directions

The maximum of \(f\) shows where the up state ceases to exist. The state could still become unstable earlier, through a growing precession out of the plane. This must be excluded before \(d_c\) can be called the threshold.

Let \(\mathbf m_0=(s,0,c)\) be a coplanar stationary state and let \(\mathbf e=(c,0,-s)\) point towards increasing \(\theta\). The vectors satisfy

\[
\mathbf m_0\times\mathbf e=\hat{\mathbf y},\qquad
\mathbf e\times\hat{\mathbf y}=\mathbf m_0,\qquad
\mathbf m_0\times\hat{\mathbf y}=-\mathbf e .
\]

A small deviation is \(\delta\mathbf m=a\,\mathbf e+w\,\hat{\mathbf y}\). It changes \(m_z\) by \(-as\). With \(\hat{\mathbf z}=c\,\mathbf m_0-s\,\mathbf e\), the anisotropy field changes by

\[
-as\,\hat{\mathbf z}=-asc\,\mathbf m_0+as^2\,\mathbf e .
\]

The torque field changes by

\[
d\,\delta\mathbf m\times(-\hat{\mathbf y})=-da\,\mathbf e\times\hat{\mathbf y}=-da\,\mathbf m_0 .
\]

This is parallel to \(\mathbf m_0\) and exerts no torque at first order. The transverse part of \(\delta\mathbf b\) is therefore \(as^2\mathbf e\).

Because \(\mathbf b=\lambda\mathbf m_0\) in the stationary state,

\[
\delta(\mathbf m\times\mathbf b)
=\mathbf m_0\times\delta\mathbf b+\lambda\,\delta\mathbf m\times\mathbf m_0
=\mathbf m_0\times(\delta\mathbf b-\lambda\,\delta\mathbf m).
\]

Inserting the components gives

\[
\delta(\mathbf m\times\mathbf b)=\lambda w\,\mathbf e-Aa\,\hat{\mathbf y},
\qquad A=\lambda-s^2 .
\]

The value of \(\lambda\) follows from \(\lambda=\mathbf b\cdot\mathbf m_0\):

\[
\lambda=(h+dc)s+(c-ds)c=hs+c^2 .
\]

Thus \(A=hs+c^2-s^2=\cos2\theta+hs\), which is the slope \(f'(\theta)\) in (7).

In the damping term of (4), the outer \(\mathbf m\) may be replaced by \(\mathbf m_0\), since \(\mathbf m\times\mathbf b\) vanishes in the stationary state. Moreover \(\mathbf m_0\times(\lambda w\,\mathbf e-Aa\,\hat{\mathbf y})=\lambda w\,\hat{\mathbf y}+Aa\,\mathbf e\). The linear equations are

\[
(1+\alpha^2)\dot a=-\alpha Aa-\lambda w,\qquad
(1+\alpha^2)\dot w=Aa-\alpha\lambda w. \tag{10}
\]

Their matrix has

\[
\text{trace}=-\frac{\alpha(A+\lambda)}{1+\alpha^2},\qquad
\text{determinant}=\frac{\alpha^2A\lambda+A\lambda}{(1+\alpha^2)^2}=\frac{A\lambda}{1+\alpha^2}. \tag{11}
\]

A two-dimensional linear system decays when its trace is negative and its determinant positive. On the up branch before the maximum, \(A>0\), and then \(\lambda=A+s^2>0\). Both conditions hold for every \(\alpha>0\). Beyond the maximum \(A<0\), while \(\lambda=hs+c^2\) is still positive, so the determinant is negative and the state is a saddle.

The up state is therefore stable up to \(d_c\), and \(d_c\) does not contain the damping. The current changes the stationary angle but adds no linear antidamping, because \(\boldsymbol\sigma\) is perpendicular to the stationary magnetization.

# Second half: the threshold law, its example and its limits

## 6. Symbols and results carried over

The unit magnetization is \(\mathbf m\), the bias ratio is \(h=B_x/B_K\), and the torque ratio is \(d=B_D/B_K\), with \(B_D=\theta_{\rm SH}j/(2Mt)\) in atomic units. The injected moment points along \(\boldsymbol\sigma=-\hat{\mathbf y}\). Time is measured in units of \(1/(\gamma B_K)\). The motion follows

\[
(1+\alpha^2)\dot{\mathbf m}=-\mathbf m\times\mathbf b-\alpha\,\mathbf m\times(\mathbf m\times\mathbf b),
\qquad \mathbf b=(h+dm_z,0,m_z-dm_x).
\]

Stationary states in the \(xz\) plane obey \(d=f(\theta)=\cos\theta(\sin\theta-h)\). They have stiffnesses \(A=f'(\theta)\) and \(\lambda=A+\sin^2\theta\), and are stable when \(A>0\). The up state is lost at

\[
d_c=\sqrt{1-s_c^2}\,(s_c-h),\qquad s_c=\sin\theta_c=\frac{h+\sqrt{h^2+8}}4 .
\]

Within this model, the up state remains stable under a slowly rising torque until \(d_c(h)\), given by (9), which is independent of the damping for every \(\alpha>0\). What remains is to derive the small-bias law, follow where the spin goes once the up state is lost, work through an example, and find where the law ceases to apply.
